# Comment on the Claim That Direct Tunnelling Current Is Temperature Independent: a program that tests the result

```python
# Result under test: direct tunnelling between metals at fixed barrier obeys
#   J(T) / J(0) = x / sin(x),  x = pi*c*k*T,  0 < c*k*T < 1,
# when N(E), the transmission summed over transverse wavevector per area,
# varies as exp(c*E). For any smooth N the T^2 term is
#   (2q/h) * (pi^2/6) * (kT)^2 * [N'(mu_L) - N'(mu_R)].
# Energies in eV from the emitter Fermi level, lengths in nm, T in K.
# kappa: decay constant; k: transverse wavevector; f: Fermi function.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import expit

q = const.e
kB = const.k / q
h2 = const.hbar**2 / (2 * const.m_e) / q * 1e18      # eV nm^2
G = 2 * q**2 / const.h * 1e14                       # A/V, nm^-2 to cm^-2

# Round model parameters: high-k layer first, interlayer second
thick = np.array([2.0, 0.8])
phi = np.array([2.0, 3.1])
mass = np.array([0.2, 0.5])
eps = np.array([20.0, 4.0])
V = 1.0
metal_depth = 5.0
field = V / np.sum(thick / eps) / eps               # V/nm
top = phi - np.array([0.0, field[0] * thick[0]])    # barrier at layer entry

E = np.linspace(-2.0, 1.2, 801)
dE = E[1] - E[0]
iL = int(np.argmin(abs(E)))
iR = int(np.argmin(abs(E + V)))
gk, wk = np.polynomial.legendre.leggauss(40)
k = 2.75 * (gk + 1)
wk = 2.75 * wk * k / (2 * np.pi)
gx, wx = np.polynomial.legendre.leggauss(24)


def action(energy, kt, lower=(0.0, 0.0), gaps=(np.inf, np.inf)):
    """Integral of kappa over the stack, by quadrature in position."""
    total = 0.0
    for j in range(2):
        for g, w in zip(gx, wx):
            pos = thick[j] * (g + 1) / 2
            depth = top[j] - lower[j] - field[j] * pos - energy
            kap2 = mass[j] * depth * (1 - depth / gaps[j]) / h2 + kt**2
            total = total + w * thick[j] / 2 * np.sqrt(kap2)
    return total


def n_wkb(energy, **options):
    energy = np.atleast_1d(energy)
    s = action(energy[:, None], k[None, :], **options)
    return np.exp(-2 * s) @ wk


def n_wave(energy, slices=60):
    """Wave matching through thin steps, including interface reflection."""
    en, kt = energy[:, None], k[None, :]
    k_left = np.sqrt((en + metal_depth) / h2 - kt**2)
    k_right = np.sqrt((en + V + metal_depth) / h2 - kt**2)
    psi = np.ones_like(k_left, dtype=complex)
    flux = 1j * k_right                              # psi' / mass
    for j in (1, 0):
        step = thick[j] / slices
        for n in reversed(range(slices)):
            u = top[j] - field[j] * (n + 0.5) * step
            kap = np.sqrt(mass[j] * (u - en) / h2 + kt**2)
            ch, sh = np.cosh(kap * step), np.sinh(kap * step)
            psi, flux = (ch * psi - mass[j] * sh / kap * flux,
                         ch * flux - kap / mass[j] * sh * psi)
    incoming = (psi + flux / (1j * k_left)) / 2
    return (k_right / k_left / abs(incoming)**2) @ wk


def current(n, temp):
    kt = kB * temp
    window = expit(-E / kt) - expit(-(E + V) / kt)
    return G * np.sum(n * window) * dE


def current_zero(n):
    return G * simpson(n[iR:iL + 1], x=E[iR:iL + 1])


def factor(slope, temp):
    x = np.pi * slope * kB * temp
    return x / np.sin(x)


# Thermal integral and mean emission energy, a = c*k*T
for a in (0.15, 0.5, 0.9):
    def weight(u):
        return np.exp(a * u) * expit(-u)
    lo, hi = -40 / a, 40 / (1 - a)
    norm = quad(weight, lo, 0, limit=200)[0] + quad(weight, 0, hi, limit=200)[0]
    first = (quad(lambda u: u * weight(u), lo, 0, limit=200)[0]
             + quad(lambda u: u * weight(u), 0, hi, limit=200)[0])
    assert abs(norm * np.sin(np.pi * a) / np.pi - 1) < 1e-6
    assert abs(first / norm + np.pi / np.tan(np.pi * a)) < 1e-5
# Beyond a = 1 the integral keeps growing with its upper limit
part = [quad(lambda u: np.exp(1.2 * u) * expit(-u), 0, b)[0] for b in (20, 40)]
assert part[1] > 10 * part[0]
z = sp.symbols('z')
series = sp.series(z / sp.sin(z), z, 0, 6).removeO()
assert sp.expand(series - (1 + z**2 / 6 + 7 * z**4 / 360)) == 0

# Barrier action and its energy slope
def closed_action(energy):
    ka = np.sqrt(mass * (top - energy) / h2)
    kb = np.sqrt(mass * (top - field * thick - energy) / h2)
    return np.sum(2 / 3 * (ka**3 - kb**3) / (mass * field / h2))


S0 = closed_action(0.0)
assert abs(S0 / action(0.0, 0.0) - 1) < 1e-9
c0 = s = ds = 0.0
for j in range(2):
    pos = thick[j] * (gx + 1) / 2
    kap = np.sqrt(mass[j] * (top[j] - field[j] * pos) / h2)
    w = wx * thick[j] / 2
    c0 += mass[j] / h2 * np.sum(w / kap)
    s += np.sum(w / kap)
    ds += mass[j] / (2 * h2) * np.sum(w / kap**3)
d = 1e-3
slope_num = -2 * (closed_action(d) - closed_action(-d)) / (2 * d)
assert abs(slope_num / c0 - 1) < 1e-5

N = n_wkb(E)
N_F = N[iL]
near = n_wkb(np.array([-d, d, -V - d, -V + d]))
c = np.log(near[1] / near[0]) / (2 * d)
c_est = c0 - ds / s
N_est = np.exp(-2 * S0) / (4 * np.pi * s)
assert abs(c_est / c - 1) < 0.02       # small-k approximation
assert abs(N_est / N_F - 1) < 0.10     # small-k approximation

# Pure exponential with both contacts, then linear and concave N
pure = np.exp(c * E)
assert abs(current_zero(pure) * c / G / (1 - np.exp(-c * V)) - 1) < 1e-7
for T in (300, 400):
    assert abs(current(pure, T) / current_zero(pure) / factor(c, T) - 1) < 1e-6
    linear = 1 + 0.2 * E
    assert abs(current(linear, T) / current_zero(linear) - 1) < 1e-8
    concave = 2 - E**2
    change = (current(concave, T) - current_zero(concave)) / G
    assert abs(change / (-np.pi**2 / 3 * (kB * T)**2 * V) - 1) < 1e-5

# Curved N of the real stack: general T^2 law and the closed formula
J0 = current_zero(N)
dN_L = (near[1] - near[0]) / (2 * d)
dN_R = (near[3] - near[2]) / (2 * d)
c_eff = np.sqrt((dN_L - dN_R) * G / J0)
T_low = 60.0
rise_low = current(N, T_low) / J0 - 1
assert abs(rise_low / (np.pi**2 / 6 * (c_eff * kB * T_low)**2) - 1) < 0.003
J0_exp = G * N_F / c * (1 - np.exp(-c * V))
assert abs(J0_exp / J0 - 1) < 0.12     # slope changes with energy
NW = n_wave(E)
J0W = current_zero(NW)
cW = np.log(NW[iL + 1] / NW[iL - 1]) / (2 * dE)
assert abs(cW / c - 1) < 0.10
full, wave = {}, {}
for T in (300, 400):
    full[T] = current(N, T) / J0 - 1
    wave[T] = current(NW, T) / J0W - 1
    assert abs((factor(c, T) - 1) / full[T] - 1) < 0.12
    assert abs((factor(c_eff, T) - 1) / full[T] - 1) < 0.02
    assert abs((factor(cW, T) - 1) / wave[T] - 1) < 0.15
T_mid = 350.0
x_mid = np.pi * c * kB * T_mid
Ea = kB * T_mid * (1 - x_mid / np.tan(x_mid))
Ea_num = kB * T_mid**2 * np.log(current(N, 351) / current(N, 349)) / 2
assert abs(Ea / Ea_num - 1) < 0.12

# Sizes of neglected effects
J400 = current(N, 400)
thermal_rise = J400 / current(N, 300) - 1
drift = 1e-4                                        # assumed eV/K
shifted = n_wkb(E, lower=(100 * drift, 100 * drift))
drift_rise = current(shifted, 400) / J400 - 1
same_shift = np.log(1 + thermal_rise) / np.log(1 + drift_rise) * 100 * drift
eps_fast = 4.0
image = np.sqrt(q / (4 * np.pi * const.epsilon_0) * 1e9 * field[0] / eps_fast)
NI = n_wkb(E, lower=(image, 0.0))
gaps = (6.0, 9.0)
NG = n_wkb(E, gaps=gaps)
share, trap_E = 0.05, 0.15
trap_gain = np.exp(trap_E / kB * (1 / 300 - 1 / 400))
trap_rise = share * (trap_gain - 1)
rich = 4 * np.pi * const.m_e * q * const.k**2 / const.h**3 * 1e-4
J_over = rich * 400**2 * np.exp(-phi[0] / (kB * 400))
assert J_over < 1e-6 * J400
mu_shift = np.pi**2 / 12 * (kB * 400)**2 / metal_depth

print("Thickness high-k, interlayer (nm):", thick)
print("Barrier high-k, interlayer (eV):", phi)
print("Mass high-k, interlayer (m_e):", mass)
print("Relative permittivity high-k, interlayer:", eps)
print(f"Bias: {V:.1f} V; metal band depth: {metal_depth:.1f} eV")
print("Field high-k, interlayer (MV/cm):", np.round(field * 10, 2))
print("Barrier at layer entry under bias (eV):", np.round(top, 3))
print("Barrier at layer exit (eV):", np.round(top - field * thick, 3))
print(f"Action at Fermi level, k=0: {S0:.3f}")
print(f"Transmission exp(-2 action): {np.exp(-2 * S0):.3e}")
print(f"Slope c0 at k=0: {c0:.3f} 1/eV")
print(f"Transverse length squared s: {s:.4f} nm^2")
print(f"Correction s'/s: {ds / s:.3f} 1/eV")
print(f"Slope c estimated as c0-s'/s: {c_est:.3f} 1/eV")
print(f"Slope c from integrated N: {c:.3f} 1/eV")
print(f"Two-contact slope c_eff: {c_eff:.3f} 1/eV")
print(f"N at Fermi level, integrated: {N_F:.3e} nm^-2")
print(f"N at Fermi level, small-k formula: {N_est:.3e} nm^-2")
print(f"J at 0 K, integrated: {J0:.4f} A/cm2")
print(f"J at 0 K, exponential formula: {J0_exp:.4f} A/cm2")
for T in (300, 400):
    x = np.pi * c * kB * T
    print(f"{T} K: kT = {kB * T:.5f} eV; ckT = {c * kB * T:.4f}; x = {x:.4f}")
    print(f"{T} K rise, x/sin x with c: {100 * (factor(c, T) - 1):.2f} %")
    print(f"{T} K rise, x^2/6 only: {100 * x**2 / 6:.2f} %")
    print(f"{T} K rise, with c_eff: {100 * (factor(c_eff, T) - 1):.2f} %")
    print(f"{T} K rise, integrated curved N: {100 * full[T]:.2f} %")
    print(f"{T} K rise, wave matching: {100 * wave[T]:.2f} %")
    print(f"{T} K current, integrated: {current(N, T):.4f} A/cm2")
    print(f"{T} K mean emission energy: {-np.pi * kB * T / np.tan(x):.4f} eV")
print(f"Temperature where ckT = 1: {1 / (c * kB):.0f} K")
print(f"Apparent activation energy, 350 K, formula: {1000 * Ea:.2f} meV")
print(f"Apparent activation energy, integrated: {1000 * Ea_num:.2f} meV")
print(f"Wave-matching slope: {cW:.3f} 1/eV; J at 0 K: {J0W:.4f} A/cm2")
print(f"Broadening rise from 300 to 400 K: {100 * thermal_rise:.2f} %")
print(f"Assumed barrier drift: {1000 * drift:.2f} meV/K downward")
print(f"Added rise from drift over 100 K: {100 * drift_rise:.2f} %")
print(f"Barrier fall that mimics broadening: {1000 * same_shift:.2f} meV")
print(f"Image lowering (fast permittivity {eps_fast:.0f}): {image:.3f} eV")
print(f"Lowered whole high-k layer: J(0) times {current_zero(NI) / J0:.2f}")
print(f"Its 400 K rise: {100 * (current(NI, 400) / current_zero(NI) - 1):.2f} %")
print(f"Two-band gaps assumed: {gaps[0]:.1f}, {gaps[1]:.1f} eV")
print(f"Two-band dispersion: J(0) times {current_zero(NG) / J0:.2f}")
print(f"Its 400 K rise: {100 * (current(NG, 400) / current_zero(NG) - 1):.2f} %")
print(f"Trap current assumed: {100 * share:.0f} % of J(300 K), {trap_E:.2f} eV")
print(f"Added rise by 400 K from traps: {100 * trap_rise:.1f} % of J(300 K)")
print(f"Emission over {phi[0]:.1f} eV at 400 K: {J_over:.1e} A/cm2")
print(f"Metal chemical potential shift, 400 K: {1000 * mu_shift:.2f} meV")
print("tests ok")
```

It prints:

```
Thickness high-k, interlayer (nm): [2.  0.8]
Barrier high-k, interlayer (eV): [2.  3.1]
Mass high-k, interlayer (m_e): [0.2 0.5]
Relative permittivity high-k, interlayer: [20.  4.]
Bias: 1.0 V; metal band depth: 5.0 eV
Field high-k, interlayer (MV/cm): [1.67 8.33]
Barrier at layer entry under bias (eV): [2.    2.767]
Barrier at layer exit (eV): [1.667 2.1  ]
Action at Fermi level, k=0: 10.720
Transmission exp(-2 action): 4.888e-10
Slope c0 at k=0: 5.250 1/eV
Transverse length squared s: 0.7873 nm^2
Correction s'/s: 0.262 1/eV
Slope c estimated as c0-s'/s: 4.988 1/eV
Slope c from integrated N: 5.003 1/eV
Two-contact slope c_eff: 4.899 1/eV
N at Fermi level, integrated: 5.223e-11 nm^-2
N at Fermi level, small-k formula: 4.940e-11 nm^-2
J at 0 K, integrated: 0.0836 A/cm2
J at 0 K, exponential formula: 0.0803 A/cm2
300 K: kT = 0.02585 eV; ckT = 0.1293; x = 0.4064
300 K rise, x/sin x with c: 2.81 %
300 K rise, x^2/6 only: 2.75 %
300 K rise, with c_eff: 2.69 %
300 K rise, integrated curved N: 2.70 %
300 K rise, wave matching: 2.83 %
300 K current, integrated: 0.0858 A/cm2
300 K mean emission energy: -0.1887 eV
400 K: kT = 0.03447 eV; ckT = 0.1725; x = 0.5418
400 K rise, x/sin x with c: 5.07 %
400 K rise, x^2/6 only: 4.89 %
400 K rise, with c_eff: 4.85 %
400 K rise, integrated curved N: 4.88 %
400 K rise, wave matching: 5.12 %
400 K current, integrated: 0.0877 A/cm2
400 K mean emission energy: -0.1799 eV
Temperature where ckT = 1: 2319 K
Apparent activation energy, 350 K, formula: 2.29 meV
Apparent activation energy, integrated: 2.22 meV
Wave-matching slope: 5.104 1/eV; J at 0 K: 0.2916 A/cm2
Broadening rise from 300 to 400 K: 2.13 %
Assumed barrier drift: 0.10 meV/K downward
Added rise from drift over 100 K: 4.93 %
Barrier fall that mimics broadening: 4.37 meV
Image lowering (fast permittivity 4): 0.245 eV
Lowered whole high-k layer: J(0) times 2.15
Its 400 K rise: 5.33 %
Two-band gaps assumed: 6.0, 9.0 eV
Two-band dispersion: J(0) times 54.52
Its 400 K rise: 1.03 %
Trap current assumed: 5 % of J(300 K), 0.15 eV
Added rise by 400 K from traps: 16.3 % of J(300 K)
Emission over 2.0 eV at 400 K: 1.2e-18 A/cm2
Metal chemical potential shift, 400 K: 0.20 meV
tests ok
```
